# Spin-Summed Auger Matrix Element and Cancellation of the Same-Spin Channel

Whoever computes an Auger recombination rate must decide whether the direct and exchange processes may be evaluated separately and their probabilities added, or whether both amplitudes must be kept with their phases. The decision can change the squared matrix element by a factor of two. It also fixes what has to be stored: the moduli of the two amplitudes suffice for the first choice, while their relative phase is needed for the second.

Consider two conduction electrons in orbitals $\phi_1$ and $\phi_2$. One fills an empty valence orbital $\phi_{1'}$, and the other is raised to a high conduction orbital $\phi_{2'}$. Four assumptions hold throughout the derivation. Each state is a product of an orbital and a spin function, so spin-orbit mixing is absent. The interaction $V(\mathbf r_1-\mathbf r_2)$ does not act on spin and is unchanged when the particles are exchanged. The orbitals are orthonormal. The transition is treated to first order in $V$, with the other electrons entering through screening and through the occupation of the states. The two orbital amplitudes are

$$D=\langle 1'2'|V|12\rangle,\qquad X=\langle 1'2'|V|21\rangle ,$$

where the first label in each ket or bra belongs to particle one. Thus in $D$ the electron from $\phi_1$ fills the valence state, and in $X$ the electron from $\phi_2$ does.

Let $a=\phi_1\chi_{s_1}$ and $b=\phi_2\chi_{s_2}$ be the initial spin orbitals, and $c=\phi_{1'}\chi_{s_1'}$ and $d=\phi_{2'}\chi_{s_2'}$ the final ones. The normalised antisymmetric states are

$$|i\rangle=\frac{|ab\rangle-|ba\rangle}{\sqrt2},\qquad |f\rangle=\frac{|cd\rangle-|dc\rangle}{\sqrt2}.$$

Their matrix element has four terms:

$$M=\tfrac12\big[\langle cd|V|ab\rangle-\langle cd|V|ba\rangle-\langle dc|V|ab\rangle+\langle dc|V|ba\rangle\big].$$

Renaming the two particles changes neither an integral nor $V$. Hence $\langle dc|V|ba\rangle=\langle cd|V|ab\rangle$ and $\langle dc|V|ab\rangle=\langle cd|V|ba\rangle$. The terms are equal in pairs, the factor $1/2$ cancels, and

$$M=\langle cd|V|ab\rangle-\langle cd|V|ba\rangle .$$

Because $V$ leaves spin alone, each term is an orbital integral times two spin overlaps:

$$M=D\,\delta_{s_1's_1}\delta_{s_2's_2}-X\,\delta_{s_1's_2}\delta_{s_2's_1}.$$

For $\uparrow\uparrow\to\uparrow\uparrow$ both products of deltas equal one, so $M=D-X$. The same holds for $\downarrow\downarrow\to\downarrow\downarrow$. For $\uparrow\downarrow\to\uparrow\downarrow$ only the first product survives and $M=D$. For $\uparrow\downarrow\to\downarrow\uparrow$ only the second survives and $M=-X$. These last two final states are orthogonal, since the spin of the electron left in the valence band distinguishes them, so their probabilities add without interference. Starting from $\downarrow\uparrow$ gives the same two results. Spin conservation forbids the other ten of the sixteen combinations. The sum over all initial and final spins is therefore

$$S=2|D-X|^2+2|D|^2+2|X|^2 .$$

Inserting $|D-X|^2=|D|^2+|X|^2-2\,\mathrm{Re}(D^*X)$ gives

$$S=4\left[|D|^2+|X|^2-\mathrm{Re}(D^*X)\right].$$

The parallel-spin part, $2|D-X|^2$, vanishes if and only if $D=X$ as complex numbers. In that case

$$S=4|D|^2,$$

and all of it comes from opposite spins. Adding probabilities without interference would give $4(|D|^2+|X|^2)=8|D|^2$, which is twice the correct value.

The total spin shows what has cancelled. A singlet has a symmetric orbital part, $(|12\rangle+|21\rangle)/\sqrt2$, and a triplet has the antisymmetric one. With the upper sign for the singlet and the lower for the triplet, the amplitude between orbital parts of the same symmetry is

$$\tfrac12\left[D\pm X\pm X+D\right]=D\pm X .$$

There is one singlet and there are three triplet states, so

$$S=|D+X|^2+3|D-X|^2 .$$

Expanding the squares gives $4|D|^2+4|X|^2-4\,\mathrm{Re}(D^*X)$, as before. Two of the triplet states have parallel spins. The third is a combination of $\uparrow\downarrow$ and $\downarrow\uparrow$, and it too is silent when $D=X$. Equal amplitudes thus remove the whole triplet and leave the singlet.

This form also bounds the parallel-spin share $p=2|D-X|^2/S$. Since $|D+X|^2\ge0$, we have $S\ge3|D-X|^2$ and $p\le2/3$. The bound is reached for $X=-D$, where the moduli are equal but nothing cancels in the parallel channel. If one amplitude is negligible for a given event, $p$ tends to $1/2$. Knowing $|D|=|X|$ alone therefore does not determine $S$.

The case $X=-D$ can be realised by symmetry. Let $\alpha$ be an even and $\beta$ an odd orbital, and take $\phi_1=(\alpha+\beta)/\sqrt2$ and $\phi_2=(\alpha-\beta)/\sqrt2$. Then $|12\rangle+|21\rangle=|\alpha\alpha\rangle-|\beta\beta\rangle$, which is even under inversion of both particles. If $\phi_{1'}$ is even and $\phi_{2'}$ odd, the final product is odd. An interaction that respects inversion cannot connect the two, so $D+X=0$. Explicit determinants built from such orbitals on a small grid give a parallel-spin share of 0.6667.

For general complex orbitals on the same grid, with energies in arbitrary units, $D=-0.00343-0.03212\,i$ and $X=-0.00712-0.00326\,i$. Their difference is $0.00369-0.02886\,i$, so $2|D-X|^2\approx0.00169$. The determinants give 0.001692 for parallel and 0.002209 for opposite spins, and the parallel share is $0.001692/0.003901\approx0.43$. Here $|X|$ is about a quarter of $|D|$, and the share is not far from its one-amplitude limit of $1/2$. All sixteen spin amplitudes were tested against the expression for $M$.

The use of $S$ in a rate needs one more factor. The labels 1 and 2 name the same physical pair when they are interchanged, so a free sum over both orbitals counts each pair twice. With energies $E$, equal occupations $f$ of the two spin directions, and the golden rule,

$$R=\frac{2\pi}{\hbar}\,\frac12\sum_{1,2,1',2'}S\,f_1f_2(1-f_{1'})(1-f_{2'})\,\delta(E_1+E_2-E_{1'}-E_{2'}).$$

The final orbitals lie in different bands or energy ranges and need no such factor. The doubly occupied orbital $1=2$ is counted correctly as well. There $D=X$ and $\tfrac12S=2|D|^2$, while direct counting finds one initial state, $\uparrow\downarrow$, with two final spin arrangements of weight $|D|^2$ each.

The factor also matters when interference is neglected. Because $X$ is $D$ with the labels 1 and 2 exchanged, $\sum|X|^2=\sum|D|^2$ in the free sum. One may then replace $|D|^2+|X|^2$ by $2|D|^2$ under the sum, but one may not drop $|X|^2$ and keep the factor $1/2$.

If the conduction electrons are spin polarised, the channels must be weighted separately. Let the electrons be nondegenerate, with densities $n_\uparrow=n(1+P)/2$ and $n_\downarrow=n(1-P)/2$ and the same energy distribution, and let final states of both spins be equally available. Events with $D=X$ then scale as $n_\uparrow n_\downarrow=n^2(1-P^2)/4$ and stop at full polarisation. With spin-orbit mixing the spin overlaps no longer factor out. The expression $M=\langle cd|V|ab\rangle-\langle cd|V|ba\rangle$ remains valid with spinors, but the sum $S$ does not follow from two numbers $D$ and $X$.

When are the amplitudes equal? For a contact interaction $V=g\,\delta(\mathbf r_1-\mathbf r_2)$ both integrals become

$$D=X=g\int\phi_{1'}^*\phi_{2'}^*\phi_1\phi_2\,d^3r ,$$

whatever the orbitals are. The reason is the Pauli principle: the antisymmetric orbital function vanishes where the electrons meet, and a contact force acts nowhere else. The second case is that of two Bloch orbitals of one band whose wave vectors approach each other. They stay orthogonal over the whole crystal, but over the finite range of the interaction they come to differ only by a nearly constant phase. This phase is common to $D$ and $X$, so $D-X\to0$. At the limit itself the parallel-spin determinant is zero, so there is no such state to scatter.

For a crystal of volume $\Omega$, write $\phi=e^{i\mathbf k\cdot\mathbf r}u/\sqrt\Omega$ with $u$ periodic and normalised to unit mean square. Take the statically screened interaction

$$V(r)=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\frac{e^{-\lambda r}}{r}=\frac1\Omega\sum_{\mathbf p}U(p)\,e^{i\mathbf p\cdot\mathbf r},\qquad U(p)=\frac{e^2}{\varepsilon_0\varepsilon_r(p^2+\lambda^2)} .$$

The integral over particle one vanishes unless $\mathbf p=\mathbf k_{1'}-\mathbf k_1+\mathbf G$, with $\mathbf G$ a reciprocal-lattice vector. Keeping $\mathbf G=0$, and using $U(-p)=U(p)$, one finds

$$D\simeq\frac{U(|\mathbf k_1-\mathbf k_{1'}|)}{\Omega}F(1',1)F(2',2),$$

where $F(m,n)$ is the cell average of $u_m^*u_n$. Exchanging 1 and 2 gives

$$X\simeq\frac{U(|\mathbf k_2-\mathbf k_{1'}|)}{\Omega}F(1',2)F(2',1).$$

Strong screening does not by itself turn this approximation into the contact case. If $\lambda$ is much larger than both momentum transfers, the two values of $U$ agree, but the products of overlaps may still differ. A true contact force has the same Fourier component at every $\mathbf G$, and the terms omitted here are needed for its cancellation.

A two-band model makes the difference explicit. Let all wave vectors lie on one line, and let the conduction and valence cell functions at $k=0$ be even and odd along it. With real coefficients, after a constant phase is absorbed in the odd function, the Hamiltonian is

$$H(k)=\begin{pmatrix}E_g+Ak^2&Ck\\ Ck&-Bk^2\end{pmatrix}.$$

Its conduction eigenvector is $(\cos\theta,\sin\theta)$ and its valence eigenvector is $(-\sin\theta,\cos\theta)$, with $\tan2\theta=2Ck/[E_g+(A+B)k^2]$. Therefore $F(1',1)=\sin(\theta_1-\theta_{1'})$ and $F(2',2)=\cos(\theta_{2'}-\theta_2)$. The identity $\sin x\cos y=\tfrac12[\sin(x+y)+\sin(x-y)]$, applied to both products, gives

$$F(1',1)F(2',2)-F(1',2)F(2',1)=\cos(\theta_{2'}-\theta_{1'})\sin(\theta_1-\theta_2).$$

This is generally nonzero for $k_1\ne k_2$, even when $U$ is constant.

Near the Auger threshold the second route to equality takes over, provided that both electrons lie in the same valley and the amplitude does not vanish at threshold. Let the bands be parabolic with masses $m_c$ and $m_v$, put $\mu=m_c/m_v$, and let $\mathbf h=-\mathbf k_{1'}$ be the hole wave vector. Momentum conservation gives $\mathbf k_{2'}=\mathbf k_1+\mathbf k_2+\mathbf h$. The kinetic energy of the three carriers is

$$T=\frac{\hbar^2}{2m_c}t,\qquad t=k_1^2+k_2^2+\mu h^2,$$

and energy conservation requires $E_g+T=\hbar^2k_{2'}^2/2m_c$. Writing $\mathbf h=(\sqrt\mu\,\mathbf h)/\sqrt\mu$, the Cauchy–Schwarz inequality gives

$$|\mathbf k_1+\mathbf k_2+\mathbf h|^2\le\left(1+1+\frac1\mu\right)t .$$

Hence $E_g+T\le(2+1/\mu)T$, or

$$T\ge T_{\rm th}=\frac{\mu}{1+\mu}E_g .$$

Equality requires $\mathbf k_1=\mathbf k_2=\mu\mathbf h$. The cheapest event thus has coinciding initial orbitals, and $D=X$ there.

Now let $\mathbf k_{1,2}=\mathbf k_c\pm\boldsymbol\delta/2$. Then $t=t_0+\delta^2/2$ with $t_0=2k_c^2+\mu h^2$. The final wave vector $2\mathbf k_c+\mathbf h$ does not contain $\boldsymbol\delta$, so the previous argument applies to $t_0$ with $E_g$ replaced by $E_g+\hbar^2\delta^2/4m_c$. Adding back the term $\delta^2/2$, the smallest excess over threshold is

$$T-T_{\rm th}=\frac{\hbar^2\delta^2}{4m_c}\left(1+\frac{\mu}{1+\mu}\right)=\frac{\hbar^2\delta^2}{4m_c}\,\frac{1+2\mu}{1+\mu}.$$

Reversing $\boldsymbol\delta$ at fixed $\mathbf k_c$ and $\mathbf h$ exchanges $D$ and $X$. So $D-X$ is odd in $\boldsymbol\delta$, and for smooth amplitudes with $D\neq0$ at threshold the parallel-spin share starts at order $\delta^2$ or higher.

The condition $D\neq0$ matters for real semiconductors. In the isotropic $\mathbf k\cdot\mathbf p$ description without spin-orbit coupling, which leaves out the warping of real valence bands, a heavy-hole cell function is a $p$ function perpendicular to its wave vector, while the conduction function contains only the $p$ function along its own. Their overlap vanishes when the wave vectors are collinear, so $D=X=0$ at threshold. Close to threshold $D$ and $X$ then follow the separate small components of $\mathbf k_1$ and $\mathbf k_2$ transverse to $\mathbf h$, and the parallel-spin share need not become small.

For numbers, take the two-band model with a gap of 0.80 eV, diagonal masses of 0.10 and 0.20 free-electron masses, and coupling $C=0.08$ eV nm. The diagonal masses collect the free-electron term and the effect of remote bands. The screening constants are $\varepsilon_r=12$ and $\lambda=0.20\ \mathrm{nm}^{-1}$. These are round model parameters, not those of a particular material. Static screening is a simplification here. If $\lambda$ comes from free carriers at room temperature, their plasma energy is only about 0.03 eV, whereas the transition transfers about 1 eV, too fast for them to screen it fully. Setting $\lambda=0$ would raise $D$ at threshold by 2.5%. The coupling is weak: it supplies only about 2% of the inverse conduction mass, whereas in common direct-gap semiconductors such a coupling is the dominant contribution. The model valence band is also not a heavy-hole band, because it couples to the conduction band along the wave vector. The coupling shifts the band-edge mass ratio to $\mu=0.5103$, so the parabolic formula gives

$$T_{\rm th}=\frac{0.5103}{1.5103}\times0.80\ \mathrm{eV}=0.270\ \mathrm{eV}.$$

Minimisation with the full model bands gives 0.2725 eV, which is 0.8% above the parabolic value. It occurs at $k_1=k_2=0.418\ \mathrm{nm}^{-1}$ and $h=0.835\ \mathrm{nm}^{-1}$, so the momentum transfer is $q=k_1+h=1.2535\ \mathrm{nm}^{-1}$. With $e^2/(\varepsilon_0\varepsilon_r)=1.5079$ eV nm and overlaps of 0.0925 and 0.9998,

$$\Omega D=\frac{1.5079}{1.2535^2+0.20^2}\times0.0925\times0.9998=0.0866\ \mathrm{eV\,nm^3}.$$

Since $X=D$, $\Omega^2S=4(0.08655)^2=0.02996\ \mathrm{eV^2\,nm^6}$. Adding probabilities instead would double this.

At $\delta=0.4\ \mathrm{nm}^{-1}$ the cheapest event has $\Omega D=0.07083$ and $\Omega X=0.09751\ \mathrm{eV\,nm^3}$. The amplitudes differ by almost a third of their mean, yet the parallel-spin share is small because the difference enters squared:

$$p=\frac{2(0.07083-0.09751)^2}{0.030475}=0.047 .$$

The spin sum itself has risen by only 1.7% from threshold. In the form $|D+X|^2+3|D-X|^2$, the singlet part falls from 0.02996 to 0.02834 and the triplet part rises from zero to 0.00214, both in $\mathrm{eV^2\,nm^6}$, so the fall offsets about three quarters of the rise.

The sign and size of the splitting can be traced. For $\delta>0$, $D$ has the larger momentum transfer and hence the smaller $U$. At threshold the logarithmic slope of $U$ is $-2q/(q^2+\lambda^2)=-1.56$ nm. The amplitudes at $\delta=0.1\ \mathrm{nm}^{-1}$, 0.08288 and 0.08993 $\mathrm{eV\,nm^3}$, give a relative difference per unit $\delta$ of $-0.82$ nm. To leading order the overlaps therefore supply the remaining $+0.74$ nm and offset about half of the Coulomb effect. With $D-X\simeq-(0.82\ \mathrm{nm})\,\delta D$ and $S\simeq4D^2$, the share is $p\simeq\tfrac12(0.82\ \mathrm{nm}\,\delta)^2$. With the slope fixed at $\delta=0.1\ \mathrm{nm}^{-1}$, this predicts 1.3% at $\delta=0.2\ \mathrm{nm}^{-1}$, where the direct result is also 1.3%. At $\delta=0.4\ \mathrm{nm}^{-1}$ the unrounded slope gives 5.3% against the direct 4.7%, so higher orders in $\delta$ are visible there.

The excess energies at $\delta=0.2$ and $0.4\ \mathrm{nm}^{-1}$ are 10.3 and 41.2 meV, a ratio of four as the quadratic law requires. The thermal energy at 300 K, 25.9 meV, lies between them, and the corresponding shares are 1.3% and 4.7%. For these lowest-energy events the same-spin channel is thus a correction of a few per cent, while the interference term remains essential: at $\delta=0.4\ \mathrm{nm}^{-1}$ the ratio of $S$ to the sum without interference is still 0.52.

These figures describe selected events on one line, not a thermal average or an Auger coefficient. Other directions, bands and higher carrier energies can give a larger parallel-spin share. The neglect of nonzero $\mathbf G$ was tested separately, by a real-space calculation on a one-dimensional ring that retains all Fourier terms on its grid. It used a cell length $a=0.5$ nm, a constant and a sine as the even and odd cell functions, and one set of wave vectors allowed by the ring. These are of the same size as those at threshold and conserve momentum, but they miss energy conservation by 0.2 eV. In this simplified setting the omitted terms change $D$ by 0.05% and $X$ by 0.2%. These figures depend on the cell functions, and a constant even function is a favourable choice because it has no components at nonzero $\mathbf G$. With an even function proportional to $1+\cos(2\pi x/a)$ the changes are 2 to 3%, so the amplitudes quoted above carry an uncertainty of that order. This is still well below the splitting between $D$ and $X$ at the larger values of $\delta$, about 16% at $\delta=0.2\ \mathrm{nm}^{-1}$, which moves by less than one percentage point. The remaining values are in the numerical output.

## Table of computed values

```
SMALL GRID, interaction in arbitrary units
D = -0.00343 -0.03212 i
X = -0.00712 -0.00326 i
parallel-spin sum = 0.001692
opposite-spin sum = 0.002209
spin sum S = 0.003901
contact case: |D| = 0.02945, |D-X| = 1.7e-18
contact case: parallel-spin sum = 2.9e-70
X = -D case: parallel-spin share = 0.6667
TWO-BAND MODEL, inputs
gap = 0.80 eV
diagonal masses = 0.10, 0.20 free-electron masses
interband coupling = 0.08 eV nm
relative permittivity = 12.0
inverse screening length = 0.20 1/nm
e^2/(eps0 eps_r) = 1.5079 eV nm
THRESHOLD EVENT
band-edge mass ratio mc/mv = 0.5103
threshold, parabolic formula = 0.2703 eV
threshold, two-band model = 0.2725 eV
k1 = k2 = 0.4184 1/nm
hole wave number h = 0.8351 1/nm
momentum transfer q = 1.2535 1/nm
valence-conduction overlap = 0.09250
conduction-conduction overlap = 0.99983
D*volume = X*volume = 0.08655 eV nm^3
S*volume^2 = 0.029964 eV^2 nm^6
EVENTS WITH k1-k2 = delta
delta = 0.0 1/nm: excess energy = 0.00 meV
  D, X times volume = 0.08655, 0.08655 eV nm^3
  S*volume^2 = 0.029964 eV^2 nm^6
  parallel share = 0.000 %, S/(no interference) = 0.5000
delta = 0.1 1/nm: excess energy = 2.58 meV
  D, X times volume = 0.08288, 0.08993 eV nm^3
  S*volume^2 = 0.030010 eV^2 nm^6
  parallel share = 0.331 %, S/(no interference) = 0.5017
delta = 0.2 1/nm: excess energy = 10.30 meV
  D, X times volume = 0.07899, 0.09292 eV nm^3
  S*volume^2 = 0.030136 eV^2 nm^6
  parallel share = 1.289 %, S/(no interference) = 0.5065
delta = 0.4 1/nm: excess energy = 41.21 meV
  D, X times volume = 0.07083, 0.09751 eV nm^3
  S*volume^2 = 0.030475 eV^2 nm^6
  parallel share = 4.671 %, S/(no interference) = 0.5245
thermal energy at 300 K = 25.85 meV
share(0.10)/share(0.05) = 3.973
ring test, neglected part of D = 0.048 %
ring test, neglected part of X = 0.219 %
```
